# Emission rates and selection rules for electric and magnetic multipoles

A hydrogen atom in the 2p state with $m=1$ can fall to 1s by emitting one photon. The orbitals extend over a few bohr, while $1/k$ is several hundred bohr, so the phase of the light wave hardly varies across the atom. This makes the rate easy to find, and the same calculation, with the phase kept, gives every other multipole.

I use Hartree atomic units with Gaussian fields. The electron has charge $-1$, the nucleus is fixed at the origin, $c\approx137.036$, and a photon of frequency $\omega=E_i-E_f$ has wave number $k=\omega/c$. In a box of volume $V$ the transverse vector potential is

$$\mathbf A(\mathbf r)=\sum_{\mathbf k\lambda}\sqrt{\frac{2\pi c^2}{V\omega_k}}\left(a_{\mathbf k\lambda}\,\boldsymbol\epsilon\, e^{i\mathbf k\cdot\mathbf r}+\text{h.c.}\right),$$

where the square root makes the field energy of one photon equal to $\omega_k$. The part of the coupling linear in $\mathbf A$ is $-\frac1c\int\mathbf j\cdot\mathbf A\,d^3r$. The part quadratic in $\mathbf A$ changes the photon number by zero or two, so it does not contribute to one-photon emission at first order. With $\mathbf j_{fi}$ the matrix element of the current density, the emission amplitude is

$$-\sqrt{\frac{2\pi}{V\omega}}\;\boldsymbol\epsilon^*\!\cdot\mathbf J(\mathbf k),\qquad \mathbf J(\mathbf k)=\int\mathbf j_{fi}(\mathbf r)\,e^{-i\mathbf k\cdot\mathbf r}\,d^3r .$$

The golden rule multiplies its squared modulus by $2\pi$ and by the density of photon states, $V\omega^2d\Omega/(8\pi^3c^3)$:

$$\frac{d\Gamma}{d\Omega}=\frac{\omega}{2\pi c^3}\sum_\lambda|\boldsymbol\epsilon^*\!\cdot\mathbf J(\mathbf k)|^2. \tag{1}$$

For 2p → 1s, replace the exponential by 1. Then $\mathbf J=-\langle f|\mathbf p|i\rangle$. Since $\mathbf p=i[H,\mathbf r]$, this is $i\omega\langle f|\mathbf r|i\rangle=-i\omega\mathbf d$, with $\mathbf d=-\langle f|\mathbf r|i\rangle$. The polarization sum gives $|\mathbf d|^2-|\hat{\mathbf k}\cdot\mathbf d|^2$, whose integral over directions is $\frac{8\pi}{3}|\mathbf d|^2$. Hence

$$\Gamma=\tfrac43k^3|\mathbf d|^2 .$$

To prepare for higher orders, define $Q_{11}=-\langle f|rY^*_{11}|i\rangle$, where $rY^*_{11}=-\sqrt{3/8\pi}\,(x-iy)$. The initial orbital is proportional to $x+iy$, so $d_y=id_x$. Then $|\mathbf d|^2=2|d_x|^2$ and $|Q_{11}|^2=\frac{3}{8\pi}|2d_x|^2=\frac{3}{4\pi}|\mathbf d|^2$, and the rate becomes $\frac{16\pi}{9}k^3|Q_{11}|^2$. Numerically $k=2.7365\times10^{-3}$ bohr$^{-1}$ and $|Q_{11}|=0.36398$, so

$$\Gamma=5.5851\,(2.7365\times10^{-3})^3(0.36398)^2=1.516\times10^{-8}\ \text{au},$$

which is $6.27\times10^8\ \mathrm{s^{-1}}$.

If the dipole moment vanishes, the variation of the phase matters, and so does the spin. For one electron with two-component wave functions the transition current is

$$\mathbf j_{fi}=-\frac1{2i}\left[\psi_f^\dagger\nabla\psi_i-(\nabla\psi_f^\dagger)\psi_i\right]+c\,\nabla\times\mathbf m,\qquad \mathbf m=-\frac{g}{2c}\,\psi_f^\dagger\mathbf s\,\psi_i ,$$

with $g=2$. The second term is the spin coupling $-\int\mathbf m\cdot(\nabla\times\mathbf A)\,d^3r$ after integration by parts. For several electrons one adds their contributions. The potentials are assumed local and independent of velocity. The Schrödinger equation then gives, with $\rho_{fi}=-\psi_f^\dagger\psi_i$,

$$\nabla\cdot\mathbf j_{fi}=i\omega\rho_{fi}. \tag{2}$$

This is charge conservation for a transition density varying as $e^{-i\omega t}$. The spin current has no divergence and does not enter it.

Equation (1) involves the part of $\mathbf J$ perpendicular to $\hat{\mathbf k}$, a tangent vector field on the sphere of photon directions. A suitable basis for such fields is built from

$$\mathbf X_{LM}=\frac{\mathbf L Y_{LM}}{\sqrt{L(L+1)}},\qquad \mathbf L=-i\,\mathbf r\times\nabla,\qquad L\ge1,$$

together with $\hat{\mathbf k}\times\mathbf X_{LM}$. The $\mathbf X_{LM}$ are orthonormal because $\mathbf L$ is Hermitian and $\mathbf L^2Y_{LM}=L(L+1)Y_{LM}$. They are tangent to the sphere, so turning them by a right angle with $\hat{\mathbf k}\times$ preserves their scalar products. To compare the two families, note that $\mathbf X_{LM}$ is proportional to $\hat{\mathbf k}\times\nabla_\Omega Y_{LM}$ and $\hat{\mathbf k}\times\mathbf X_{LM}$ to $\nabla_\Omega Y_{LM}$, where $\nabla_\Omega$ is the gradient on the sphere. Their overlap is an integral of $(\hat{\mathbf k}\times\nabla_\Omega Y^*)\cdot\nabla_\Omega Y'$. The first factor has zero surface divergence, so the integrand is itself a surface divergence and integrates to zero over the closed sphere.

The basis is also complete. From a smooth tangent field one can subtract a gradient with the same surface divergence and a rotated gradient with the same surface curl. The remainder has neither. On a sphere it is therefore the gradient of a harmonic function, which must be constant, so the remainder vanishes. Expanding the two potentials in $Y_{LM}$ gives the two families, and $L=0$ drops out because a constant has no gradient.

With $a^M_{LM}=\int\mathbf X^*_{LM}\cdot\mathbf J\,d\Omega_k$ and $a^E_{LM}=\int(\hat{\mathbf k}\times\mathbf X^*_{LM})\cdot\mathbf J\,d\Omega_k$, the integral of (1) is

$$\Gamma=\frac{\omega}{2\pi c^3}\sum_{LM}\left(|a^M_{LM}|^2+|a^E_{LM}|^2\right). \tag{3}$$

The total rate is a sum of separate multipole rates. The intensity in a given direction is the square of a sum of vector harmonics, so it can contain cross terms, which integrate to zero.

The amplitudes follow from the expansion of a plane wave,

$$e^{-i\mathbf k\cdot\mathbf r}=4\pi\sum_{lm}(-i)^l j_l(kr)\,Y_{lm}(\hat{\mathbf k})\,Y^*_{lm}(\hat{\mathbf r}).$$

Multiplying by $Y^*_{LM}(\hat{\mathbf k})$ and integrating over $\hat{\mathbf k}$ leaves $4\pi(-i)^Lj_L(kr)Y^*_{LM}(\hat{\mathbf r})$. Each Cartesian component of $\mathbf X^*_{LM}$ is a fixed combination of $Y^*_{LM'}$ with the same $L$, so the result carries over component by component:

$$\int\mathbf X^*_{LM}(\hat{\mathbf k})\,e^{-i\mathbf k\cdot\mathbf r}d\Omega_k=4\pi(-i)^Lj_L(kr)\,\mathbf X^*_{LM}(\hat{\mathbf r}).$$

For the other family, take the curl with respect to $\mathbf r$. Since $\nabla\times(\mathbf X^*e^{-i\mathbf k\cdot\mathbf r})=-i\mathbf k\times\mathbf X^*e^{-i\mathbf k\cdot\mathbf r}$, the vector $\hat{\mathbf k}\times\mathbf X^*e^{-i\mathbf k\cdot\mathbf r}$ is $i/k$ times that curl. The factor $(4\pi)^2/2\pi=8\pi$ then gives

$$\Gamma^M_{LM}=\frac{8\pi\omega}{c^3}\left|\int\mathbf j_{fi}\cdot j_L(kr)\mathbf X^*_{LM}\,d^3r\right|^2, \tag{4}$$

$$\Gamma^E_{LM}=\frac{8\pi\omega}{c^3k^2}\left|\int\mathbf j_{fi}\cdot\nabla\times[j_L(kr)\mathbf X^*_{LM}]\,d^3r\right|^2. \tag{5}$$

Equations (4) and (5) contain no long-wave approximation. Now let $kr$ be small wherever the transition current is appreciable, so that $j_L(kr)\to(kr)^L/(2L+1)!!$. Write $\phi=r^LY^*_{LM}$. This is a harmonic polynomial of degree $L$, and because $\mathbf r\times\nabla$ does not act on $r$,

$$r^L\mathbf X^*_{LM}=\frac{i}{\sqrt{L(L+1)}}\;\mathbf r\times\nabla\phi .$$

One identity serves both types. For $\mathbf F=\nabla\phi$,

$$\nabla\times(\mathbf r\times\mathbf F)=\mathbf r(\nabla\cdot\mathbf F)-3\mathbf F+\mathbf F-(\mathbf r\cdot\nabla)\mathbf F .$$

The first term vanishes because $\phi$ is harmonic. The last equals $-(L-1)\mathbf F$ because $\mathbf F$ is homogeneous of degree $L-1$. Therefore

$$\nabla\times(\mathbf r\times\nabla\phi)=-(L+1)\nabla\phi. \tag{6}$$

For the electric type, (6) turns the integral in (5) into

$$\frac{k^L}{(2L+1)!!}\,\frac{-i(L+1)}{\sqrt{L(L+1)}}\int\mathbf j_{fi}\cdot\nabla\phi\,d^3r .$$

Integration by parts and (2) give

$$\int\mathbf j_{fi}\cdot\nabla\phi\,d^3r=-\int\phi\,\nabla\cdot\mathbf j_{fi}\,d^3r=-i\omega Q_{LM},\qquad Q_{LM}=-\langle f|r^LY^*_{LM}|i\rangle .$$

The squared modulus contributes $(L+1)^2/[L(L+1)]=(L+1)/L$ and $\omega^2|Q_{LM}|^2$. The powers combine as $\omega^3k^{2L-2}/c^3=k^{2L+1}$, so

$$\boxed{\;\Gamma^E_{LM}=\frac{8\pi(L+1)\,k^{2L+1}}{L\,[(2L+1)!!]^2}\,|Q_{LM}|^2\;} \tag{7}$$

For $L=1$ the prefactor is $16\pi/9$, as in the opening case.

For the magnetic type, use $\mathbf j\cdot(\mathbf r\times\nabla\phi)=-(\mathbf r\times\mathbf j)\cdot\nabla\phi$ and define

$$M_{LM}=\frac{1}{c(L+1)}\int(\mathbf r\times\mathbf j_{fi})\cdot\nabla\phi\,d^3r .$$

The integral in (4) then has squared modulus

$$\frac{k^{2L}}{[(2L+1)!!]^2}\,\frac{c^2(L+1)^2}{L(L+1)}\,|M_{LM}|^2 .$$

Multiplying by $8\pi\omega/c^3$ and using $\omega/c=k$ gives

$$\boxed{\;\Gamma^M_{LM}=\frac{8\pi(L+1)\,k^{2L+1}}{L\,[(2L+1)!!]^2}\,|M_{LM}|^2\;} \tag{8}$$

The common prefactor belongs to these normalizations of $Q_{LM}$ and $M_{LM}$; other normalizations change it.

It remains to write $M_{LM}$ as an operator. Put $\mathbf G=\nabla\phi\times\mathbf r$, so that $(\mathbf r\times\mathbf j)\cdot\nabla\phi=\mathbf j\cdot\mathbf G$. Both $\nabla\phi$ and $\mathbf r$ are free of curl, hence $\nabla\cdot\mathbf G=0$. Integrating by parts, the two halves of the orbital current therefore contribute equally and give $-\langle f|\mathbf G\cdot\mathbf p|i\rangle=-\langle f|\nabla\phi\cdot\mathbf l|i\rangle$, with $\mathbf l=\mathbf r\times\mathbf p$. For the spin current, moving the curl onto $\mathbf G$ and using (6) gives $c\int\mathbf m\cdot(\nabla\times\mathbf G)\,d^3r=c(L+1)\int\mathbf m\cdot\nabla\phi\,d^3r$. Together,

$$M_{LM}=-\frac1{2c}\left\langle f\left|\nabla(r^LY^*_{LM})\cdot\left[\frac{2}{L+1}\,\mathbf l+g\,\mathbf s\right]\right|i\right\rangle. \tag{9}$$

The factor $2/(L+1)$ in front of $\mathbf l$ falls as $L$ grows, while the factor $g$ in front of $\mathbf s$ stays the same. For $L=1$ the bracket is the familiar $\mathbf l+g\mathbf s$.

The selection rules can be read from (4) and (5), before the long-wave step. Under rotations, the modes of given $L$ transform among themselves like $Y^*_{LM}$. The Wigner–Eckart theorem therefore allows a nonzero matrix element between levels of total angular momentum $J_i$ and $J_f$ under the conditions

$$|J_i-J_f|\le L\le J_i+J_f,\qquad L\ge1,\qquad M=m_i-m_f .$$

The photon carries away angular momentum $L$ with projection $M$. Since there is no $L=0$ mode, a transition from $J=0$ to $J=0$ cannot emit a single photon. For spinless s states this is visible directly: the current is radial and spherically symmetric, so $\mathbf J(\mathbf k)$ can point only along $\mathbf k$, and its transverse part is zero.

For parity, let $\pi_i$ and $\pi_f$ be the parities of the states. The current contains one gradient, so $\mathbf j_{fi}(-\mathbf r)=-\pi_i\pi_f\,\mathbf j_{fi}(\mathbf r)$. The operator $\mathbf L$ is even under inversion, so $\mathbf X_{LM}$ has the sign $(-1)^L$, and the extra curl in (5) reverses it. The integrands are even, and the integrals can survive, when

$$\pi_i\pi_f=(-1)^L\ \text{(electric)},\qquad \pi_i\pi_f=(-1)^{L+1}\ \text{(magnetic)}.$$

These conditions are necessary, not sufficient. They were checked on projected hydrogen currents at $k=0.3$ bohr$^{-1}$, far above the physical values, for $L=1$ to 4. The transition 3d$_{5/2}$ → 2p$_{3/2}$ shows E1, M2, E3 and M4, while 2p$_{1/2}$ → 1s$_{1/2}$ shows E1 alone. Over the six pairs of levels examined, each allowed multipole carries at least about 1% of the strength of its pair, and the forbidden ones are at rounding level.

The rate from one initial state to a whole level is the sum of (7) or (8) over $M$ and $m_f$. It has the form $\langle i|\sum_M O^\dagger_{LM}P_fO_{LM}|i\rangle$, where $P_f$ projects on the final level. The operator between the states is a rotational scalar, so the sum does not depend on $m_i$, and no further average is needed.

A spin flip is the simplest magnetic case. Suppose a static magnetic field separates the two spin states of 1s by a chosen gap of 0.001 hartree, with spin up above. This takes more than 200 tesla, a huge field in the laboratory but a small one on the atomic scale, so the orbital is taken as unchanged. In (9) with $L=M=1$, the orbital term vanishes for an s state, and $\nabla\phi\cdot\mathbf s=-\sqrt{3/8\pi}\,(s_x-is_y)$, whose matrix element from up to down has modulus $\sqrt{3/8\pi}$. Thus $|M_{11}|=\sqrt{3/8\pi}/c=2.521\times10^{-3}$, and $\Gamma=\frac{2}{3}k^3/c^2$. With $k=7.297\times10^{-6}$ bohr$^{-1}$ the rate is $1.380\times10^{-20}$ au, or $5.70\times10^{-4}\ \mathrm{s^{-1}}$, a mean life of about half an hour.

The transition 2p$_{3/2}$ → 1s$_{1/2}$ can go by E1 or M2. Start from $m_i=3/2$, which is the orbital $m=1$ with spin up, and end in $m_f=-1/2$. Then $M=2$, which excludes E1. The orbital term of (9) vanishes because the spins are orthogonal. From $r^2Y^*_{22}=\sqrt{15/32\pi}\,(x-iy)^2$,

$$|M_{22}|=\frac{2}{c}\sqrt{\frac{15}{32\pi}}\;|\langle 1s|x-iy|2p_1\rangle|=\frac{\sqrt5}{c}\,|Q_{11}|,$$

where $Q_{11}$ is the dipole moment of the opening case. This gives $\sqrt5\times0.36398/137.036=5.939\times10^{-3}$. The $L=2$ prefactor is $0.16755$, so the rate is

$$0.16755\,(2.7365\times10^{-3})^5(5.939\times10^{-3})^2=9.07\times10^{-19}\ \text{au},$$

or $0.0375\ \mathrm{s^{-1}}$. The other final state, $m_f=+1/2$, needs $M=1$. Here $r^2Y^*_{21}=-\sqrt{15/8\pi}\,z(x-iy)$. The orbital term vanishes, because $\mathbf l$ commutes through $\nabla\phi\cdot\mathbf l$ to act on the final s state. The spin term $gs_z$ leaves $|M_{21}|=\frac1{2c}\sqrt{15/8\pi}\,|\langle1s|x-iy|2p_1\rangle|$, half of $|M_{22}|$. It adds a quarter to the rate, so the M2 rate of the level is $\frac54\times0.0375=0.0469\ \mathrm{s^{-1}}$.

The E1 rate of the same level is $6.27\times10^8\ \mathrm{s^{-1}}$. The ratio follows from the factors above: the prefactors of $L=2$ and $L=1$ stand as 0.03, the squared moments as $5/c^2$, and the second final state supplies $5/4$. Hence

$$\frac{\Gamma^{M2}}{\Gamma^{E1}}=0.1875\,\frac{k^2}{c^2}=7.48\times10^{-11}.$$

One factor $k^2$ is the price of a higher order, and $1/c^2$ is the price of a magnetic moment.

An electric quadrupole pays only the first price. For 3d($m=2$) → 1s, $k=3.2433\times10^{-3}$ bohr$^{-1}$ and $|Q_{22}|=0.48888$, so

$$\Gamma=0.16755\,(3.2433\times10^{-3})^5(0.48888)^2=1.437\times10^{-14}\ \text{au},$$

or $594\ \mathrm{s^{-1}}$. The same state decays to 2p by E1 at $6.47\times10^7\ \mathrm{s^{-1}}$, so the quadrupole rate is only $9.2\times10^{-6}$ times the dipole rate, although its photon has more than six times the energy. For 4f($m=3$) → 1s the E3 rate is down to $3.1\times10^{-4}\ \mathrm{s^{-1}}$.

Parity pairs M$L$ with E$(L+1)$, and these scale alike with $c$: the first as $k^{2L+1}/c^2$, the second as $k^{2L+3}$, both $c^{-(2L+3)}$ at fixed $\omega$. Neither may be dropped on that ground. In 3d$_{5/2}$($m=5/2$) → 2p$_{3/2}$($m=1/2$), where $M=2$ excludes E1, the M2 rate is $1.23\times10^{-4}\ \mathrm{s^{-1}}$ and the E3 rate $3.6\times10^{-6}\ \mathrm{s^{-1}}$, about 3% of it. Direct integration of (1) over all directions, without a multipole expansion, agrees with their sum to $4\times10^{-6}$ relative to that sum. This case also tests the relative sign of the orbital and spin terms in (9).

For all seven transitions in the numerical output, the direct rate differs from the formula by less than $10^{-4}$ in relative terms. The next term of the Bessel function, $j_L(x)=\frac{x^L}{(2L+1)!!}\left[1-\frac{x^2}{2(2L+3)}+\dots\right]$, leads one to expect a difference proportional to $1/c^2$ at fixed $\omega$. Through this term the spin current, which drops out of (7), re-enters (5): for 2p($m=1$) → 1s it shifts the rate by $\mp\omega/2c^2=\mp1.0\times10^{-5}$ for spin up or down, beside $-1.3\times10^{-5}$ from the orbital current. Combining the results at $c$ and $c/2$ so that such a term cancels leaves at most $1.4\times10^{-8}$. Both sides use the same nonrelativistic states and current, so this measures the long-wave step, not the accuracy of the hydrogen model, which omits fine structure, relativistic corrections to the current and nuclear motion. The finite proton mass alone lowers the E1 rates by 0.05% and the 3d → 1s E2 rate by 0.3%, which changes the last digit of $6.27\times10^8$ and $594\ \mathrm{s^{-1}}$.

The boxed formulas fail as estimates when $kr$ is not small, and also when the leading moment vanishes although the selection rules allow the multipole. For M1, $\nabla\phi$ is a constant vector, so (9) contains only $\mathbf l$ and $\mathbf s$ and cannot change the radial function. The M1 moment of 2s → 1s in hydrogen is therefore zero by orthogonality, and that of 3d$_{3/2}$ → 2s$_{1/2}$ is zero because $\mathbf l$ and $\mathbf s$ cannot change $l$. Yet the projected current of the latter does contain M1 at $k=0.3$ bohr$^{-1}$, through the higher terms of $j_1(kr)$. In such cases retardation and relativistic corrections to the current must be treated together, and the zero from (8) does not by itself show that the multipole is absent: in these two examples the M1 rate begins at $k^7/c^2$ instead of $k^3/c^2$. For 2s → 1s the current used here gives $6.2\times10^{-7}\ \mathrm{s^{-1}}$, a quarter of the Dirac value $2.50\times10^{-6}\ \mathrm{s^{-1}}$. A zero required by the selection rules is different: there the full amplitude, in (4) for a magnetic multipole or (5) for an electric one, vanishes at every $k$.

## Values computed for the example and the checks

```
speed of light c = 137.035999 atomic units
prefactor 8pi(L+1)/(L((2L+1)!!)^2), L=1: 5.585054e+00
prefactor 8pi(L+1)/(L((2L+1)!!)^2), L=2: 1.675516e-01
prefactor 8pi(L+1)/(L((2L+1)!!)^2), L=3: 3.039485e-03
2p(m=1)->1s: omega=0.375000 hartree, k=2.736507e-03 1/bohr
  E1: |moment|=3.639774e-01 au, rate=1.51623e-08 au = 6.26832e+08 1/s
  direct/formula-1 = -2.33e-05, 1/c^2 part removed: -1.3e-09
3d(m=2)->2p(m=1): omega=0.069444 hartree, k=5.067606e-04 1/bohr
  E1: |moment|=1.467221e+00 au, rate=1.56469e-09 au = 6.46863e+07 1/s
  direct/formula-1 = -5.69e-06, 1/c^2 part removed: -7.0e-11
3d(m=2)->1s: omega=0.444444 hartree, k=3.243268e-03 1/bohr
  E2: |moment|=4.888783e-01 au, rate=1.43702e-14 au = 5.94086e+02 1/s
  direct/formula-1 = -5.13e-05, 1/c^2 part removed: -5.9e-09
4f(m=3)->1s: omega=0.468750 hartree, k=3.420634e-03 1/bohr
  E3: |moment|=6.719860e-01 au, rate=7.52085e-21 au = 3.10922e-04 1/s
  direct/formula-1 = -7.86e-05, 1/c^2 part removed: -1.4e-08
1s up->down, chosen gap: omega=0.001000 hartree, k=7.297353e-06 1/bohr
  M1: |moment|=2.521193e-03 au, rate=1.37954e-20 au = 5.70322e-04 1/s
  direct/formula-1 = -5.33e-11, 1/c^2 part removed: -3.0e-14
2p3/2(3/2)->1s(-1/2): omega=0.375000 hartree, k=2.736507e-03 1/bohr
  M2: |moment|=5.939156e-03 au, rate=9.06945e-19 au = 3.74944e-02 1/s
  direct/formula-1 = -2.00e-05, 1/c^2 part removed: -9.3e-10
3d5/2(5/2)->2p3/2(1/2): omega=0.069444 hartree, k=5.067606e-04 1/bohr
  M2: |moment|=2.303743e-02 au, rate=2.97188e-21 au = 1.22862e-04 1/s
  E3: |moment|=5.773265e+01 au, rate=8.69487e-23 au = 3.59458e-06 1/s
  direct/formula-1 = -3.81e-06, 1/c^2 part removed: -3.3e-11
level 2p3/2->1s1/2 E1: 6.26832e+08 1/s
level 2p3/2->1s1/2 M2: 4.68679e-02 1/s
ratio M2/E1 for 2p3/2->1s1/2: 7.4770e-11
ratio E2(3d->1s)/E1(3d->2p): 9.1841e-06
selection rules found at k = 0.3 1/bohr, orders 1 to 4:
  2p3/2->1s1/2: E1 M2
  2p1/2->1s1/2: E1
  3d5/2->2p3/2: E1 M2 E3 M4
  3d3/2->2p1/2: E1 M2
  3d3/2->2s1/2: M1 E2
  3d5/2->2s1/2: E2 M3
smallest allowed share of strength: 1.1e-02
largest forbidden share of strength: 3.8e-30
spinless 2s->1s, transverse/longitudinal strength: 3.7e-31
```
